# Sound transmission through a silicon–germanium interface from acoustic impedances: test program

```python
"""Normal-incidence transmission of longitudinal sound through a Si/Ge interface.

Result under test: T = 4 Z1 Z2 / (Z1 + Z2)^2, the transmitted fraction of energy
flux, where Z = density * sound speed is the acoustic impedance of each solid.
Displacement amplitudes: r = (Z1-Z2)/(Z1+Z2) reflected, t = 2 Z1/(Z1+Z2) transmitted.
The formulas are compared with a pulse followed in time through an elastic bar.
A chain of atomic planes and an oblique-incidence elastic solver size the effects
that the simple formula leaves out.
"""
import numpy as np
from scipy.constants import h, k as k_boltzmann

Z_SI, Z_GE = 19.6e6, 25.9e6            # kg/(m^2 s), given
RHO_SI, RHO_GE = 2330.0, 5320.0        # kg/m^3, rough
SHEAR_SI, SHEAR_GE = 5300.0, 3200.0    # m/s, rough direction averages
D_SI, D_GE = 0.543e-9 / 4, 0.566e-9 / 4  # m, spacing of [100] atomic planes, rough
C_SI, C_GE = Z_SI / RHO_SI, Z_GE / RHO_GE


def transmission(z1, z2):
    return 4 * z1 * z2 / (z1 + z2) ** 2


def follow_pulse(rho1, c1, rho2, c2):
    """Send a Gaussian displacement pulse of height 1 from medium 1 to medium 2."""
    fastest = max(c1, c2)
    c1, c2 = c1 / fastest, c2 / fastest
    n_nodes, interface, start, width = 3400, 2000, 1200, 40.0
    nodes = np.arange(n_nodes)
    mass = np.where(nodes < interface, rho1, rho2).astype(float)
    mass[interface] = 0.5 * (rho1 + rho2)
    spring = np.where(nodes[:-1] < interface, rho1 * c1**2, rho2 * c2**2)
    u = np.exp(-((nodes - start) ** 2) / (2 * width**2))
    v = c1 * (nodes - start) / width**2 * u

    def acceleration(displacement):
        tension = spring * np.diff(displacement)
        force = np.zeros(n_nodes)
        force[:-1] += tension
        force[1:] -= tension
        return force / mass

    def energies():
        return 0.5 * mass * v**2, 0.5 * spring * np.diff(u) ** 2

    kinetic, elastic = energies()
    total = kinetic.sum() + elastic.sum()
    dt = 0.5
    steps = int(((interface - start) / c1 + 400 / min(c1, c2)) / dt)
    a = acceleration(u)
    for _ in range(steps):
        v = v + 0.5 * dt * a
        u = u + dt * v
        a = acceleration(u)
        v = v + 0.5 * dt * a
    kinetic, elastic = energies()
    left = kinetic[:interface].sum() + elastic[:interface].sum()
    right = kinetic[interface:].sum() + elastic[interface:].sum()
    u_left, u_right = u[:interface], u[interface:]
    return {"T": right / total, "R": left / total,
            "r": u_left[np.argmax(abs(u_left))],
            "t": u_right[np.argmax(abs(u_right))],
            "kinetic_share": kinetic[interface:].sum() / right}


# Stiffness and mass per unit area of the chains of atomic planes
K_SI, K_GE = RHO_SI * C_SI**2 / D_SI, RHO_GE * C_GE**2 / D_GE
M_SI, M_GE = RHO_SI * D_SI, RHO_GE * D_GE
K_BOND = 2 * K_SI * K_GE / (K_SI + K_GE)
TOP_SI = np.sqrt(K_SI / M_SI) / np.pi
TOP_GE = np.sqrt(K_GE / M_GE) / np.pi


def chain_scattering(frequency, bond=K_BOND):
    """Flux fractions (T, R) for a wave in the Si chain meeting the Ge chain."""
    w2 = (2 * np.pi * np.atleast_1d(frequency)) ** 2

    def phase_factor(mass, stiffness):
        cosine = 1 - w2 * mass / (2 * stiffness)
        travelling = cosine + 1j * np.sqrt(np.maximum(1 - cosine**2, 0))
        decaying = cosine + np.sqrt(np.maximum(cosine**2 - 1, 0))
        return np.where(abs(cosine) <= 1, travelling, decaying)

    f1, f2 = phase_factor(M_SI, K_SI), phase_factor(M_GE, K_GE)
    diag1, diag2 = K_SI + bond - w2 * M_SI, K_GE + bond - w2 * M_GE
    matrix = np.empty((len(w2), 2, 2), complex)
    matrix[:, 0, 0] = diag1 - K_SI * f1
    matrix[:, 0, 1] = -bond
    matrix[:, 1, 0] = -bond
    matrix[:, 1, 1] = diag2 - K_GE * f2
    source = np.empty((len(w2), 2, 1), complex)
    source[:, 0, 0] = -(diag1 - K_SI / f1)
    source[:, 1, 0] = bond
    amplitude = np.linalg.solve(matrix, source)[:, :, 0]
    passed = K_GE * f2.imag * abs(amplitude[:, 1]) ** 2 / (K_SI * f1.imag)
    return passed, abs(amplitude[:, 0]) ** 2


def elastic_wave(p, kind, direction, solid):
    """Displacement and traction of a wave with horizontal slowness p."""
    rho, c_long, c_shear = solid
    c = c_long if kind == "L" else c_shear
    q = direction * np.sqrt(1 / c**2 - p**2 + 0j)
    ux, uz = (c * p, c * q) if kind == "L" else (c * q, -c * p)
    mu = rho * c_shear**2
    lam = rho * c_long**2 - 2 * mu
    return np.array([ux, uz, mu * (q * ux + p * uz),
                     lam * p * ux + (lam + 2 * mu) * q * uz], complex)


def oblique_scattering(sine, solid1, solid2):
    """Total flux fractions (T, R) for a longitudinal wave incident from solid1."""
    p = sine / solid1[1]
    incident = elastic_wave(p, "L", 1, solid1)
    back = [elastic_wave(p, kind, -1, solid1) for kind in "LS"]
    forward = [elastic_wave(p, kind, 1, solid2) for kind in "LS"]
    matrix = np.column_stack([-back[0], -back[1], forward[0], forward[1]])
    x = np.linalg.solve(matrix, incident)

    def flux(wave):
        return np.real(np.sum(wave[2:] * np.conj(wave[:2])))

    passed = flux(x[2] * forward[0] + x[3] * forward[1]) / flux(incident)
    returned = -sum(abs(x[i]) ** 2 * flux(back[i]) for i in range(2)) / flux(incident)
    return passed, returned


# Formula values
r_formula = (Z_SI - Z_GE) / (Z_SI + Z_GE)
t_formula = 2 * Z_SI / (Z_SI + Z_GE)
T_formula = transmission(Z_SI, Z_GE)

# Pulse tests: both directions, and equal impedances with unequal speeds
pulse = follow_pulse(RHO_SI, C_SI, RHO_GE, C_GE)
reverse = follow_pulse(RHO_GE, C_GE, RHO_SI, C_SI)
matched = follow_pulse(RHO_SI, C_SI, 2 * RHO_SI, C_SI / 2)
# Tolerances allow for the finite grid spacing relative to the pulse width
assert abs(pulse["T"] - T_formula) < 2e-4
assert abs(pulse["R"] - r_formula**2) < 2e-4
assert abs(reverse["T"] - T_formula) < 2e-4
assert abs(pulse["r"] - r_formula) < 2e-3
assert abs(pulse["t"] - t_formula) < 2e-3
assert abs(pulse["kinetic_share"] - 0.5) < 1e-3
assert matched["R"] < 1e-5

# Atomic chain: long-wave limit, flux conservation, full reflection above Ge band
assert abs(chain_scattering(0.05e12)[0][0] - T_formula) < 1e-4
n_grid = 20000
grid = (np.arange(n_grid) + 0.5) * TOP_SI / n_grid
T_chain, R_chain = chain_scattering(grid)
assert np.max(abs(T_chain + R_chain - 1)) < 1e-7
assert np.max(abs(R_chain[grid > TOP_GE] - 1)) < 1e-7


def thermal_weight(temperature):
    half = h * grid / (2 * k_boltzmann * temperature)
    weight = (half / np.sinh(half)) ** 2
    return weight / weight.sum()


def thermal_average(temperature):
    return np.sum(thermal_weight(temperature) * T_chain)


assert abs(thermal_average(5.0) - T_formula) < 1e-3

# Oblique incidence (km/s and g/cm^3 keep the matrices well scaled)
si = (RHO_SI / 1e3, C_SI / 1e3, SHEAR_SI / 1e3)
ge = (RHO_GE / 1e3, C_GE / 1e3, SHEAR_GE / 1e3)
assert abs(oblique_scattering(0.0, si, ge)[0] - T_formula) < 1e-10
sines = np.sqrt((np.arange(2000) + 0.5) / 2000)
from_si = np.array([oblique_scattering(s, si, ge) for s in sines])
from_ge = np.array([oblique_scattering(s, ge, si) for s in sines])
assert np.max(abs(from_si.sum(axis=1) - 1)) < 1e-8
assert np.max(abs(from_ge.sum(axis=1) - 1)) < 1e-8
critical_long = C_GE / C_SI
critical_shear = C_GE / SHEAR_SI
assert np.max(abs(from_ge[sines > critical_shear, 0])) < 1e-8

print("INPUTS")
print(f"Impedance Si, Ge: {Z_SI/1e6:.1f}, {Z_GE/1e6:.1f} million kg/(m^2 s)")
print(f"Density Si, Ge (rough): {RHO_SI:.0f}, {RHO_GE:.0f} kg/m^3")
print(f"Longitudinal speed Z/density Si, Ge: {C_SI:.0f}, {C_GE:.0f} m/s")
print(f"Shear speed Si, Ge (rough): {SHEAR_SI:.0f}, {SHEAR_GE:.0f} m/s")
print(f"Plane spacing Si, Ge (rough): {D_SI*1e9:.4f}, {D_GE*1e9:.4f} nm")
print("NORMAL INCIDENCE, FORMULA")
print(f"Sum of impedances: {(Z_SI+Z_GE)/1e6:.1f} million kg/(m^2 s)")
print(f"4 Z1 Z2: {4*Z_SI*Z_GE/1e12:.2f} (million kg/(m^2 s))^2")
print(f"(Z1+Z2)^2: {(Z_SI+Z_GE)**2/1e12:.2f} (million kg/(m^2 s))^2")
print(f"Displacement amplitude ratio r: {r_formula:.4f}")
print(f"Displacement amplitude ratio t: {t_formula:.4f}")
print(f"t squared: {t_formula**2:.4f}; Z2/Z1: {Z_GE/Z_SI:.4f}")
print(f"Energy transmission T: {T_formula:.4f}")
print(f"Energy reflection R: {1-T_formula:.4f}")
print("PULSE FOLLOWED IN TIME")
print(f"Si to Ge: T = {pulse['T']:.4f}, R = {pulse['R']:.4f}")
print(f"Si to Ge: r = {pulse['r']:.4f}, t = {pulse['t']:.4f}")
print(f"Kinetic share of transmitted energy: {pulse['kinetic_share']:.4f}")
print(f"Ge to Si: T = {reverse['T']:.4f}")
print(f"Equal Z, speed halved: R = {matched['R']:.1e}")
print("NEGLECTED EFFECTS")
for change in (-0.05, 0.05):
    print(f"T with Z2/Z1 changed by {100*change:+.0f} %: "
          f"{transmission(Z_SI, Z_GE*(1+change)):.4f}")
print(f"Top chain frequency Si, Ge: {TOP_SI/1e12:.2f}, {TOP_GE/1e12:.2f} THz")
for f_thz in (1.0, 3.0, 5.0, 8.0, 10.0, 10.8):
    print(f"Chain T at {f_thz:.1f} THz: {chain_scattering(f_thz*1e12)[0][0]:.4f}")
for f_thz in (1.0, 5.0):
    weak = chain_scattering(f_thz * 1e12, K_BOND / 4)[0][0]
    print(f"Chain T at {f_thz:.1f} THz, bond spring / 4: {weak:.4f}")
for kelvin in (20.0, 300.0):
    print(f"kT/h at {kelvin:.0f} K: {k_boltzmann*kelvin/h/1e12:.2f} THz; "
          f"thermal mean of chain T: {thermal_average(kelvin):.3f}")
share_above = thermal_weight(300.0)[grid > TOP_GE].sum()
print(f"Thermal weight above Ge band at 300 K: {share_above:.3f}")
print(f"Ge to Si critical angle, longitudinal: "
      f"{np.degrees(np.arcsin(critical_long)):.1f} degrees")
print(f"Ge to Si critical angle, shear: "
      f"{np.degrees(np.arcsin(critical_shear)):.1f} degrees")
print(f"Angle-averaged T, longitudinal from Si: {from_si[:, 0].mean():.3f}")
print(f"Angle-averaged T, longitudinal from Ge: {from_ge[:, 0].mean():.3f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS
Impedance Si, Ge: 19.6, 25.9 million kg/(m^2 s)
Density Si, Ge (rough): 2330, 5320 kg/m^3
Longitudinal speed Z/density Si, Ge: 8412, 4868 m/s
Shear speed Si, Ge (rough): 5300, 3200 m/s
Plane spacing Si, Ge (rough): 0.1358, 0.1415 nm
NORMAL INCIDENCE, FORMULA
Sum of impedances: 45.5 million kg/(m^2 s)
4 Z1 Z2: 2030.56 (million kg/(m^2 s))^2
(Z1+Z2)^2: 2070.25 (million kg/(m^2 s))^2
Displacement amplitude ratio r: -0.1385
Displacement amplitude ratio t: 0.8615
t squared: 0.7422; Z2/Z1: 1.3214
Energy transmission T: 0.9808
Energy reflection R: 0.0192
PULSE FOLLOWED IN TIME
Si to Ge: T = 0.9809, R = 0.0191
Si to Ge: r = -0.1384, t = 0.8616
Kinetic share of transmitted energy: 0.5000
Ge to Si: T = 0.9808
Equal Z, speed halved: R = 5.4e-08
NEGLECTED EFFECTS
T with Z2/Z1 changed by -5 %: 0.9872
T with Z2/Z1 changed by +5 %: 0.9737
Top chain frequency Si, Ge: 19.72, 10.95 THz
Chain T at 1.0 THz: 0.9804
Chain T at 3.0 THz: 0.9769
Chain T at 5.0 THz: 0.9679
Chain T at 8.0 THz: 0.9229
Chain T at 10.0 THz: 0.7765
Chain T at 10.8 THz: 0.4537
Chain T at 1.0 THz, bond spring / 4: 0.9409
Chain T at 5.0 THz, bond spring / 4: 0.4400
kT/h at 20 K: 0.42 THz; thermal mean of chain T: 0.980
kT/h at 300 K: 6.25 THz; thermal mean of chain T: 0.601
Thermal weight above Ge band at 300 K: 0.350
Ge to Si critical angle, longitudinal: 35.4 degrees
Ge to Si critical angle, shear: 66.7 degrees
Angle-averaged T, longitudinal from Si: 0.915
Angle-averaged T, longitudinal from Ge: 0.445
ALL CHECKS PASSED
```
